\section*{The Cutoff at Twice the Mean Radius in Attachment-Limited Island Ripening, part 1}

(Sections cited here and not found follow in the second part.)

\section{From the island edge to a bound on the radius}

\subsection{Where should the radius grid end?}

A calculation of island ripening can follow a radius distribution on a grid, and the upper end of that grid has to be chosen. If it is too low, the largest islands are lost, and their area with them. If it is too high, most of the grid is empty. For flat islands whose growth is limited by attachment at their edges, the late-time theory offers a natural choice, twice the mean radius. These notes derive that value and the conditions on which it rests.

The statement needs care, because the growth law admits a whole family of self-similar distributions. Within the model below, each of them has a largest radius, and this cutoff is at most twice the mean. One member reaches the factor two, and it is the one that goes smoothly to zero at its cutoff. The others end more abruptly and at a smaller multiple of the mean. Which member is approached depends on the largest islands present at the start, so a grid for the early stage must also cover the initial distribution.

\subsection{Adatom density at a curved edge}

Consider circular islands one atomic layer high. An island of radius $R$ contains $N=\pi R^2/\Omega$ atoms, where $\Omega$ is the area per atom. Its edge costs an energy $\gamma$ per unit length, so the edge energy is $E=2\pi R\gamma$. The energy needed to add one atom, measured from an atom at a straight step, is
\begin{equation}
\mu(R)=\frac{dE}{dN}=\frac{dE/dR}{dN/dR}
=\frac{2\pi\gamma}{2\pi R/\Omega}=\frac{\gamma\Omega}{R}.
\end{equation}
Small islands hold their atoms less firmly, because removing an atom shortens a strongly curved edge by more.

The adatoms on the terrace are treated as a dilute ideal gas of density $c$. If $c_0$ is the density in equilibrium with a straight step, their chemical potential on the same scale is $k_BT\ln(c/c_0)$. Setting it equal to $\mu(R)$ gives the Gibbs--Thomson law
\begin{equation}
c_{\rm eq}(R)=c_0e^{\Gamma/R}\simeq c_0\left(1+\frac{\Gamma}{R}\right),
\qquad \Gamma=\frac{\gamma\Omega}{k_BT}.
\label{gt}
\end{equation}
The capillary length $\Gamma$ sets the scale of the curvature effect. The linear form requires $R\gg\Gamma$. It therefore fails for an island about to disappear, even when it is good for an island of mean size.

\subsection{The growth law}

Let the adatom density between the islands have a uniform value $\bar c$. This is the attachment-limited regime: diffusion across the terrace is fast enough to remove density differences, and crossing the edge is the slow step. Atoms attach at the rate $k\bar c$ per unit edge length, where $k$ is a velocity. They detach at the rate $kc_{\rm eq}(R)$, since the two rates must balance when $\bar c=c_{\rm eq}(R)$. Hence
\begin{equation}
\frac{dN}{dt}=2\pi Rk\left[\bar c-c_{\rm eq}(R)\right].
\end{equation}
The area grows by $\Omega$ per atom, so $2\pi R\,dR/dt=\Omega\,dN/dt$. Dividing by $2\pi R$ and using the linear form of \eqref{gt},
\begin{equation}
\frac{dR}{dt}=\Omega k\left(\bar c-c_0-\frac{c_0\Gamma}{R}\right).
\end{equation}
Define a critical radius $R_c$ by $\bar c-c_0=c_0\Gamma/R_c$. Then
\begin{equation}
\frac{dR}{dt}=A\left(\frac1{R_c}-\frac1R\right),
\qquad A=\Omega kc_0\Gamma.
\label{growth}
\end{equation}
Islands larger than $R_c$ grow and smaller ones shrink. The coefficient $A$ has the unit of area per time. All islands share one $R_c$, which is the mean-field assumption: the position of an island and the sizes of its neighbours do not matter.

\subsection{Why the critical radius is the mean radius}

Deposition has stopped, evaporation is neglected, and the adatom gas holds a negligible share of the atoms. The total island area $\sum_i\pi R_i^2$ is then constant. With $n$ islands present,
\begin{align}
0&=\frac{d}{dt}\sum_i\pi R_i^2
=2\pi\sum_iR_i\frac{dR_i}{dt}\nonumber\\
&=2\pi A\sum_i\left(\frac{R_i}{R_c}-1\right)
=2\pi A\left(\frac{1}{R_c}\sum_iR_i-n\right).
\end{align}
Therefore
\begin{equation}
R_c=\frac1n\sum_iR_i\equiv M .
\label{mean}
\end{equation}
An island that vanishes does so with zero area, so its removal causes no jump in the total. Equation \eqref{mean} holds at each instant for the islands then present, whatever their distribution.

Three islands with radii in the ratio $1:2:3$ show the balance. The mean is $2$, so the middle island is stationary. The rates of the other two, in units of $A$, are $1/2-1=-1/2$ and $1/2-1/3=1/6$. Weighted by the radii, the sum is $-1/2+3/6=0$.

The dimension matters here. For spheres obeying the same law \eqref{growth}, conservation of volume would require $\sum_iR_i^2\,dR_i/dt=0$, and so $R_c=\sum_iR_i^2/\sum_iR_i$. For unequal spheres this exceeds the mean. A cutoff at twice the critical radius is a cutoff at twice the mean only when the two radii agree, as they do for flat islands.

\subsection{Balance of the number above a given radius}

Let $f(R,t)\,dR$ be the number of islands per substrate area with radii between $R$ and $R+dR$. The number above $R$ is $N_>(R,t)=\int_R^\infty f(R',t)\,dR'$. No islands are created and none merge, so this number changes only when islands cross the radius $R$:
\begin{equation}
\frac{\partial N_>}{\partial t}=f(R,t)\,v(R,t),
\qquad v=A\left(\frac1M-\frac1R\right).
\label{balance}
\end{equation}
A positive $v$ carries islands upward and raises $N_>$. Nothing arrives from infinite radius, because $v$ never exceeds $A/M$.

A self-similar distribution keeps its shape when radii are measured in units of the mean. With $x=R/M(t)$, write $f=F(t)\,g(x)$, where $g$ is an integrable density normalized to $\int_0^\infty g\,dx=1$. The covered fraction of the substrate is
\begin{equation}
\theta=\pi\int_0^\infty R^2f\,dR=\pi FM^3\int_0^\infty x^2g\,dx .
\end{equation}
It must be finite and constant, so $F=C/M^3$ with constant $C$. Let
\begin{equation}
S(x)=\int_x^\infty g(y)\,dy,\qquad S(0)=1,\qquad S'(x)=-g(x),
\end{equation}
be the fraction of islands above $x$. Then $N_>=FM\,S=CM^{-2}S(R/M)$. In particular, the total number falls as $M^{-2}$.

\subsection{Separating time from shape}

At fixed $R$, the scaled radius changes as $\partial x/\partial t=-x\dot M/M$. The left side of \eqref{balance} is therefore
\begin{align}
\frac{\partial N_>}{\partial t}
&=-2CM^{-3}\dot M S+CM^{-2}(-g)\left(-\frac{x\dot M}{M}\right)\nonumber\\
&=CM^{-3}\dot M\,(xg-2S).
\end{align}
The right side is
\begin{equation}
fv=CM^{-3}g\,\frac AM\left(1-\frac1x\right).
\end{equation}
Equating the two and multiplying by $M^4/(CA)$ gives
\begin{equation}
\frac{M\dot M}{A}\,(xg-2S)=g\left(1-\frac1x\right).
\label{separate}
\end{equation}
The first factor depends on time alone and everything else on $x$ alone. The bracket on the left cannot vanish for all $x$: with $g=-S'$ that would give $S\propto x^{-2}$, which contradicts $S(0)=1$. The first factor is therefore a constant,
\begin{equation}
M\dot M=\kappa A,\qquad M^2(t)=M^2(0)+2\kappa At .
\label{kappa}
\end{equation}
Collecting the terms with $g$ in \eqref{separate},
\begin{equation}
g\left(1-\frac1x-\kappa x\right)=-2\kappa S .
\end{equation}
Multiplication by $-x$ puts this in the form used from here on:
\begin{equation}
q(x)\,g(x)=2\kappa x\,S(x),\qquad q(x)=\kappa x^2-x+1 .
\label{master}
\end{equation}

The function $q$ has a direct meaning. The scaled radius of one island obeys
\begin{equation}
\frac{dx}{dt}=\frac vM-\frac{x\dot M}{M}
=\frac A{M^2}\left(1-\frac1x-\kappa x\right)
=-\frac{A}{M^2}\,\frac{q(x)}{x}.
\label{drift}
\end{equation}
Where $q>0$, an island loses ground against the mean, even if its radius is increasing. Where $q<0$, it gains ground.

\subsection{Which growth constants are possible?}

The number of islands cannot rise, and it varies as $M^{-2}$. So $M$ cannot fall, and $\kappa\ge0$. If $\kappa=0$, equation \eqref{master} reads $(1-x)g=0$, and $g$ vanishes except at $x=1$. That describes islands of one common size, which is not a density. For $\kappa>0$, the zeros of $q$ are
\begin{equation}
x_{1,2}=\frac{1\mp\sqrt{1-4\kappa}}{2\kappa},
\qquad x_1=\frac{2}{1+\sqrt{1-4\kappa}} .
\label{roots}
\end{equation}
The second form of $x_1$ follows on multiplying numerator and denominator by $1+\sqrt{1-4\kappa}$. There are three cases.

\paragraph{Two zeros, $0<\kappa<1/4$.} Between $x_1$ and $x_2$ the polynomial $q$ is negative. The left side of \eqref{master} is then at most zero, because $g\ge0$, and the right side is at least zero, because $S\ge0$. Both must vanish, so $S=0$ between the zeros. Since $S$ cannot increase with $x$, there are no islands at any larger $x$ either. Below $x_1$, the equation $S'=-2\kappa xS/q$ with $S(0)=1$ has a positive solution. The cutoff is therefore $x_1$, and \eqref{roots} places it between 1 and 2.

\paragraph{A double zero, $\kappa=1/4$.} Now $q=(x-2)^2/4$ and $g=2xS/(x-2)^2$. If $S(2)$ were positive, $g$ would grow as $(2-x)^{-2}$ on approaching $x=2$, and its integral would diverge. Hence $S(2)=0$, and no islands lie beyond. Below 2 the solution is positive, so the cutoff is $x=2$.

\paragraph{No zero, $\kappa>1/4$.} Here $q>0$ everywhere, and there is no cutoff. Since $q'=2\kappa x-1$, we may write $2\kappa x=q'+1$. Integrating $S'/S=-(q'+1)/q$ from zero, where $q=S=1$,
\begin{equation}
S(x)=\frac1{q(x)}\exp\left[-\int_0^x\frac{dy}{q(y)}\right].
\end{equation}
The integral tends to a finite value $I$ as $x\to\infty$, because $1/q$ falls as $x^{-2}$. So $S\to e^{-I}/(\kappa x^2)$, and \eqref{master} gives
\begin{equation}
g\to\frac{2\kappa x}{\kappa x^2}\,\frac{e^{-I}}{\kappa x^2}
=\frac{2e^{-I}}{\kappa x^3}.
\end{equation}
The area integral $\int x^2g\,dx$ then diverges logarithmically. A finite covered area excludes this case.

Together, the three cases establish the bound: a self-similar density of finite area has its cutoff at no more than $x=2$, and it reaches that value for $\kappa=1/4$.

\subsection{The scale is the true mean}

It remains to see that $x=1$ is the mean of each admitted density, as the meaning of $M$ requires. Let $b$ be the cutoff, so that $q(b)=0$. Write \eqref{master} as $qS'=-2\kappa xS$ and integrate from 0 to $b$. Integration by parts on the left gives
\begin{equation}
\big[qS\big]_0^b-\int_0^b(2\kappa x-1)S\,dx=-2\kappa\int_0^bxS\,dx .
\end{equation}
The bracket equals $0-1$, and the terms with $\kappa$ cancel. What remains is $\int_0^bS\,dx=1$. Another integration by parts gives
\begin{equation}
\int_0^bxg\,dx=\big[-xS\big]_0^b+\int_0^bS\,dx=1 .
\end{equation}
The factor two therefore refers to the ordinary number average of the radius.

\section{The distributions, their selection and an example}

\subsection{Symbols and results carried over}

The radius of an island is $R$, the mean radius is $M$, and $x=R/M$. The density of scaled radii is $g(x)$, and $S(x)$ is the fraction of islands above $x$, so $g=-S'$ and $S(0)=1$. Each island obeys $dR/dt=A(1/M-1/R)$, with $A=\Omega kc_0\Gamma$. Here $\Omega$ is the area per atom, $k$ the attachment velocity, $c_0$ the adatom density at a straight step, and $\Gamma=\gamma\Omega/k_BT$ the capillary length for edge energy $\gamma$ per length. In a self-similar state $M^2$ grows at the rate $2\kappa A$, the number of islands falls as $M^{-2}$, and
\begin{equation}
\frac{S'}S=-\frac{2\kappa x}{q},\qquad g=\frac{2\kappa xS}{q},
\qquad q=\kappa x^2-x+1 .
\label{again}
\end{equation}
Finite area requires $0<\kappa\le1/4$. The cutoff is the smaller zero $x_1$ of $q$, which reaches 2 at $\kappa=1/4$.

A self-similar radius distribution of finite covered area has its cutoff at no more than twice the mean radius, and it reaches that value for $\kappa=1/4$. It remains to find the distributions themselves, to ask which of them a given start approaches, and to test the conditions of the theory in an example.
